# Integrating the Kuramoto-Sivashinsky step equation: linear checks before chaotic roughness

## What goes wrong

A simulation of a meandering step can give a bounded, irregular curve and still have the wrong roughness. Doubling the coefficient of the quadratic term, for example, halves the saturated width without making the curve look wrong. Other faults are possible too: the nonlinear product may be aliased, the time-stepping weights may have lost their digits to cancellation, or the transient may have been averaged. Measuring linear growth rates is a necessary first check, but exponential time differencing (ETD) integrates the linear terms exactly. It can therefore reproduce every growth rate while its nonlinear term is wrong. The linear rates, nonlinear coefficient, product and time step must therefore all be checked before the statistics.

## The step equation and its regime

An isolated step lies at $z=\zeta(x,t)$ and advances towards $+z$, where the lower terrace is. An infinite Ehrlich-Schwoebel barrier blocks attachment from the upper terrace. On the lower terrace adatoms have diffusivity $D$, desorption time $\tau$ and deposition flux $F$. Attachment is instantaneous, and noise is omitted. Define

$$x_s=\sqrt{D\tau},\qquad \Gamma=\frac{\Omega\tilde\gamma}{k_B\Theta},\qquad \Delta=F\tau-c_{eq},$$

with atomic area $\Omega$, step stiffness $\tilde\gamma$, temperature $\Theta$ and equilibrium density $c_{eq}$. If the step moves little during an adatom's life, the density $c$ is quasi-static. With $u=c-F\tau$,

$$\nabla^2u=\frac{u}{x_s^2},\qquad u|_{step}=-\Delta+c_{eq}\Gamma\kappa,\qquad \kappa=-\frac{\zeta_{xx}}{(1+\zeta_x^2)^{3/2}},$$

and $u\to0$ far away. The curvature $\kappa$ is positive on a bump towards the lower terrace, where the equilibrium density is raised. The normal speed is $\Omega D\,\partial_nu$. Multiplying by $\sqrt{1+\zeta_x^2}$ converts it to speed along $z$:

$$\zeta_t=\Omega D(u_z-\zeta_xu_x).$$

**Linear part.** For a straight step $u=-\Delta e^{-z/x_s}$. Add $\zeta=\hat\zeta e^{iqx}$ and a field $u_1e^{iqx-\Lambda z}$ with $\Lambda^2=q^2+x_s^{-2}$. To first order the boundary condition reads

$$-\Delta+\frac{\Delta}{x_s}\hat\zeta+u_1=-\Delta+c_{eq}\Gamma q^2\hat\zeta,
\qquad u_1=\left(c_{eq}\Gamma q^2-\frac{\Delta}{x_s}\right)\hat\zeta.$$

The perturbed gradient at the displaced step is $-\Delta\hat\zeta/x_s^2-\Lambda u_1$. The growth rate is therefore

$$\sigma=\Omega D\left[\frac{\Delta}{x_s}\left(\Lambda-\frac1{x_s}\right)-c_{eq}\Gamma q^2\Lambda\right].$$

The first term is the advantage of a bump that reaches into the richer terrace. The second is the smoothing by stiffness. Let

$$\Delta_c=\frac{2c_{eq}\Gamma}{x_s},\quad \Delta=(1+\varepsilon)\Delta_c,\quad K=\Omega Dc_{eq}\Gamma,\quad Q=qx_s.$$

Then

$$\sigma=\frac K{x_s^3}\left[2(1+\varepsilon)(\sqrt{1+Q^2}-1)-Q^2\sqrt{1+Q^2}\right].$$

Using $\sqrt{1+Q^2}=1+Q^2/2-Q^4/8+Q^6/16-\dots$, the bracket becomes

$$\varepsilon Q^2-\frac34Q^4-\frac\varepsilon4Q^4+\frac14Q^6+\dots$$

For $0<\varepsilon\ll1$ the unstable band has $Q^2\sim\varepsilon$. The first two terms are of order $\varepsilon^2$, the next two of order $\varepsilon^3$. For $\varepsilon<0$ the long waves decay.

**Nonlinear part.** A straight step tilted by slope $p$ keeps its normal speed, so its speed along $z$ is multiplied by $\sqrt{1+p^2}=1+p^2/2+\dots$. This fixes the coefficient of $\zeta_x^2$ as half the straight-step speed. At leading order that speed takes its threshold value $V=\Omega D\Delta_c/x_s=2K/x_s^2$.

Take $\zeta\sim\varepsilon$, $\partial_x\sim\varepsilon^{1/2}$ and $\partial_t\sim\varepsilon^2$. Shifting $\zeta$ by a constant changes nothing, so every factor $\zeta$ carries a derivative. Reflection in $x$ requires an even number of derivatives. The term $\zeta_x^2$ is of order $\varepsilon^3$, like $\zeta_t$. Quadratic terms with four derivatives are of order $\varepsilon^4$, and cubic terms need at least four derivatives and are of order $\varepsilon^5$. In the frame of the straight step, at leading order,

$$\zeta_t=-A\zeta_{xx}-B\zeta_{xxxx}+\frac V2\zeta_x^2,
\qquad A=\frac{K\varepsilon}{x_s},\quad B=\frac34Kx_s.$$

The quasi-static approximation must not shift the threshold by as much as $\varepsilon$, so $Vx_s/D\ll\varepsilon$ is also required.

A numerical solution of the full free-boundary problem tests the linear and nonlinear coefficients together. Relative to the largest value of the Kuramoto-Sivashinsky (KS) right-hand side, the residual is 0.0248, 0.0127 and 0.0064 for $\varepsilon=0.02$, 0.01 and 0.005. It halves with $\varepsilon$, as a first neglected correction should.

**Scaling.** Put $\zeta=Hh$, $x=\ell X$ and $t=T_sS$, and multiply the equation by $T_s/H$. The three coefficients become $AT_s/\ell^2$, $BT_s/\ell^4$ and $VHT_s/(2\ell^2)$. Setting them to 1, 1 and 1/2 gives

$$\ell=\sqrt{\frac BA}=x_s\sqrt{\frac3{4\varepsilon}},\qquad T_s=\frac B{A^2},\qquad H=\frac AV=\frac{\varepsilon x_s}2.$$

Renaming $X,S$ as $x,t$,

$$h_t=-h_{xx}-h_{xxxx}+\tfrac12h_x^2.$$

From here to the worked example all quantities are in these units.

## Fourier form and dealiasing

On a periodic length $L$, write $h=\sum_{|m|\le M}h_me^{ik_mx}$ with $k_m=2\pi m/L$. Since $\partial_x\to ik_m$,

$$\dot h_m=\lambda_mh_m+N_m,\qquad \lambda_m=k_m^2-k_m^4,$$
$$N_m=\frac12\sum_{p+r=m}(ik_ph_p)(ik_rh_r).$$

Setting $d\lambda/d(k^2)=1-2k^2=0$ gives the fastest mode $k=1/\sqrt2$, with rate $1/4$. Modes with $|k|>1$ decay. If $L<2\pi$, every nonuniform mode decays linearly, so a chaos calculation needs a longer system.

The sum costs $O(M^2)$ operations. It is cheaper to form $h_x$ on $N$ grid points, square it there and transform back. The square contains modes up to $|j|=2M$, and the grid cannot distinguish $j$ from $j\pm N$. The alias nearest to the retained band has $|m|=N-2M$. It lies outside the band if $N-2M>M$, hence

$$N\ge3M+1.$$

The inequality is sharp: at $N=3M$, mode $2M$ lands on $-M$. For random coefficients with $M=10$, the largest product error relative to the largest direct-convolution coefficient is $1.2\times10^{-16}$ at $N=31$ and 0.21 at $N=30$.

Dealiasing also preserves a balance. Let $s=h_x$ and let $P$ be truncation to $|m|\le M$. Because $P$ is self-adjoint and $Ps=s$,

$$\langle sP\partial_x(s^2/2)\rangle=\langle s\,\partial_x(s^2/2)\rangle=\langle s^2s_x\rangle=\langle\partial_x(s^3/3)\rangle=0,$$

where $\langle\cdot\rangle$ is the spatial mean. The nonlinear term moves slope energy between modes without producing any. After integration by parts the linear terms leave

$$\frac{d}{dt}\frac12\langle h_x^2\rangle=\langle h_{xx}^2\rangle-\langle h_{xxx}^2\rangle.$$

In the random example the net transfer, relative to the sum of the absolute modal transfers, is $2.3\times10^{-16}$ at $N=31$ and 0.91 at $N=21$.

Dealiasing does not supply resolution. With $N=2M+1$, product modes $M+1,\dots,2M$ fold one-to-one into the band, so the norm of the aliasing error equals the norm of the product outside the band. On saturated states with $L=100$ and $M=64$ this is $2.1\times10^{-3}$ of the retained product, with both norms taken over the stored modes $m\ge0$. Dealiasing removes the false return of that part, but the part itself is still discarded. For the same states cut to $M=20$ the ratio is 0.43, and such a truncation is too coarse.

## Exponential time step

Let $\delta$ be the time step and $z=\lambda_m\delta$. Multiplying the modal equation by $e^{-\lambda_mt}$ and integrating over one step gives

$$h_m(t+\delta)=e^zh_m(t)+\delta\int_0^1e^{(1-s)z}N_m(t+s\delta)\,ds.$$

Here $s$ is the fraction of the step. Interpolate $N_m$ quadratically through $s=0,1/2,1$:

$$N(s)\approx(1-s)(1-2s)N_0+4s(1-s)N_{1/2}+s(2s-1)N_1.$$

Two midpoint estimates $N_a,N_b$ replace $N_{1/2}$ by their mean. The weights of $N_0$, $2(N_a+N_b)$ and $N_1$ are then $\delta f_1$, $\delta f_2$ and $\delta f_3$, the integrals of $e^{(1-s)z}$ times $(1-s)(1-2s)$, $s(1-s)$ and $s(2s-1)$.

To evaluate them, let $J_n=\int_0^1s^ne^{(1-s)z}ds$. Integration by parts gives $J_n=(nJ_{n-1}-1)/z$ for $n\ge1$, so

$$J_0=\frac{e^z-1}z,\quad J_1=\frac{e^z-1-z}{z^2},\quad J_2=\frac{2e^z-2-2z-z^2}{z^3}.$$

Expanding the polynomials and collecting over $z^3$,

$$f_1=J_0-3J_1+2J_2=\frac{-4-z+e^z(4-3z+z^2)}{z^3},$$
$$f_2=J_1-J_2=\frac{2+z+e^z(z-2)}{z^3},$$
$$f_3=2J_2-J_1=\frac{-4-3z-z^2+e^z(4-z)}{z^3}.$$

The half-step stages hold $N$ constant, which gives the weight $\delta g$ with $g=(e^{z/2}-1)/z$. The last stage starts from the first midpoint value and uses $2N_b-N_0$, a linear extrapolation. At $z=0$ the scheme reduces to classical fourth-order Runge-Kutta: $g=1/2$, $f_1=f_2=f_3=1/6$, and the last stage becomes $h+\delta N_b$.

Near $z=0$ the numerators are of order $z^3$ but are differences of numbers of order one. Rounding error is amplified by roughly $|z|^{-3}$. At $z=4.9\times10^{-4}$ the direct formula for $f_1$ has absolute error $3.8\times10^{-6}$. The singularities are removable, so Cauchy's formula on a unit circle applies:

$$f(z)=\frac1{2\pi}\int_0^{2\pi}f(z+e^{i\theta})\,d\theta.$$

For real $z$ the lower half-circle is the complex conjugate of the upper, so the real part of an average over the upper half suffices. With 32 points there, the largest weight error against direct quadrature is $1.5\times10^{-13}$.

```text
setup:
  k[m] = 2*pi*m/L,  m = 0..M;  choose N >= 3*M+1
  z = dt*(k^2-k^4)
  E = exp(z);  E2 = exp(z/2)
  g,f1,f2,f3 = dt * contour averages

function Nonlinear(v):
  slope = inverse_FFT(i*k*v, N points)
  return first M+1 modes of FFT(slope^2/2)

step(v):
  n0 = Nonlinear(v)
  a  = E2*v + g*n0;            na = Nonlinear(a)
  b  = E2*v + g*na;            nb = Nonlinear(b)
  c  = E2*a + g*(2*nb-n0);     nc = Nonlinear(c)
  return E*v + f1*n0 + 2*f2*(na+nb) + f3*nc
```

The forward transform includes division by $N$; the inverse does not. Negative modes follow from $h_{-m}=h_m^*$.

**Cost and stability.** A step needs four nonlinear evaluations and eight real transforms, hence $O(N\log N)$ work and $O(N)$ storage. For $L=100$, $M=64$ the largest wave number is 4.02 and $\lambda=16.2-261.5\approx-245$. Classical Runge-Kutta, whose stability interval on the negative real axis ends near $-2.8$, would need $\delta\lesssim0.011$. ETD multiplies a decaying linear mode by $e^z<1$ for any $\delta$, and the runs use $\delta=0.125$. This does not prove stability of the nonlinear scheme; $\delta$ must still resolve the nonlinear evolution.

## Checks before any roughness is measured

**Linear rates.** Start the full nonlinear code with modes so small that their products are negligible, and compute $\ln|h_m(t)/h_m(0)|/t$. At $k=0.5027$ the formula gives $0.25266-0.06384=0.18882$, and the code gives 0.188824. At $k=1.1310$ the rate is $-0.356998$, so the decaying side is covered too. All five measured rates agree within $10^{-6}$ with those from an independent real-space differentiation matrix. This detects wrong wave numbers, signs and normalization of the linear term. It says nothing about $N_m$ or $f_1,f_2,f_3$.

**Second harmonic.** Start with $h=2a\cos kx$ at small $a$, and write $\sigma_k=k^2-k^4$. The modes $\pm k$ grow as $ae^{\sigma_kt}$. Their product drives mode $2k$:

$$\dot h_{2k}=\sigma_{2k}h_{2k}+\tfrac12(ik)^2a^2e^{2\sigma_kt}.$$

With $h_{2k}(0)=0$,

$$h_{2k}(t)=-\frac{k^2a^2}2\,\frac{e^{2\sigma_kt}-e^{\sigma_{2k}t}}{2\sigma_k-\sigma_{2k}}.$$

For $a=10^{-4}$, $k=2\pi\cdot8/100$ and $t=4$, code and formula both give $-1.161652\times10^{-8}$. This fixes the sign and size of the nonlinear coefficient.

**Time accuracy.** A finite-amplitude run is compared at $t=10$ with an independent real-space integration. The rms errors are $2.61\times10^{-5}$, $2.49\times10^{-6}$ and $2.03\times10^{-7}$ for $\delta=0.1$, 0.05 and 0.025. The successive orders, $\log_2$ of the error ratios, are 3.39 and 3.62. They rise towards the scheme's design order of four but have not reached it at these steps. The order conditions for nonzero $z$ are not derived here, so these measured errors are the evidence to use.

## Measuring chaotic roughness

By Parseval's identity the squared width is

$$w^2=\langle(h-h_0)^2\rangle=2\sum_{m=1}^M|h_m|^2.$$

Mode zero must be excluded: it obeys $\dot h_0=\frac12\langle h_x^2\rangle$ and drifts upwards for ever on a rough step. Discard the transient, average $w^2$ over time in each replica, and take the standard error from the scatter between replicas. Successive samples in one run are correlated and would make that error look too small.

Here 300 time units are discarded and 500 averaged:

| $L$ | replicas | $w$ | $\langle h_x^2\rangle$ |
|---:|---:|---:|---:|
| 50 | 32 | $2.60\pm0.02$ | 1.817 |
| 100 | 16 | $3.38\pm0.05$ | 1.715 |
| 200 | 8 | $4.6\pm0.3$ | 1.731 |

The change in $w^2$ between the two halves of each window is less than one standard error. In a stationary state the energy balance requires $\langle h_{xx}^2\rangle=\langle h_{xxx}^2\rangle$ after time averaging; the measured ratios differ from one by at most $1.2\times10^{-4}$. For $L=100$ the drift is 0.8576, and half the mean squared slope is $1.7153/2=0.8577$. Doubling the time step there changes $\langle h_x^2\rangle$ to 1.733, or by 1.0%. Sampling and time-step errors are not separated in that difference.

The width grows with $L$, while the mean squared slopes at $L=100$ and 200 differ by only about 1%. The $L=50$ row is not purely chaotic: at this length roughly one replica in ten can be found in a nearly steady state with $\langle h_x^2\rangle\approx2.8$ for 200 time units or more. This raises the mean slope and gives it a standard error near 0.05, so use it only as a rough benchmark. The effective exponent between $L=50$ and 200 is $\ln(4.551/2.597)/\ln4=0.405$, with a standard error near 0.04, mostly from the largest system. It describes this range and is not an asymptotic roughness exponent.

For $L=100$, nearby solutions separate at a mean rate near 0.09. The printed 0.0933 comes from one 80-unit window and is uncertain by about 0.006. A relative rounding error of $10^{-16}$ would reach order one after about $\ln(10^{16})/0.09\approx400$ time units. Two correct codes need not agree point by point over an 800-unit run; their averages can be compared within sampling error.

## A step in SI units

Take model parameters $\Theta=1000$ K, $\Omega=10^{-19}$ m², $\tilde\gamma=2\times10^{-10}$ J/m, $D=4\times10^{-10}$ m²/s, $\tau=10^{-4}$ s, $\Omega c_{eq}=10^{-3}$ and $\varepsilon=0.2$. Then $x_s=200$ nm, $\Gamma=1.449$ nm and $K=5.794\times10^{-22}$ m³/s. The scales are

$$\ell=200\sqrt{\frac{0.75}{0.2}}=387.3\ \mathrm{nm},\qquad H=\frac{0.2\times200}{2}=20\ \mathrm{nm},$$
$$T_s=\frac{3x_s^3}{4K\varepsilon^2}=\frac{0.75\times8\times10^{-21}}{5.794\times10^{-22}\times0.04}=258.9\ \mathrm{s}.$$

In the KS model the fastest wavelength is $2\pi\sqrt2\,\ell=3.44$ µm, and its amplitude grows by a factor $e$ in $4T_s\approx1035$ s. The quasi-static condition holds, since $Vx_s/D=1.45\times10^{-5}$ is far below 0.2.

The threshold flux is $1.01449\times10^{20}$ m⁻²s⁻¹ and the working flux $1.01738\times10^{20}$ m⁻²s⁻¹, a difference of 0.29%. The parameter $\varepsilon$ measures distance from threshold in supersaturation, which is itself a small part of the flux. Holding $\varepsilon$ steady therefore demands a much steadier flux than the value 0.2 suggests. Temperature is as critical, because $c_{eq}$ and $\tau$ depend on it exponentially. With $F\tau$, $\Gamma$ and $x_s$ fixed, a rise of 0.29% in $c_{eq}$ brings the step back to threshold. For an adatom formation energy of 0.6 eV that alone takes about 0.4 K. The fall of $\tau$ on heating acts in the same direction and is the larger effect: $\tau=10^{-4}$ s with an attempt frequency of $10^{13}$ s⁻¹ implies a desorption energy near 1.8 eV, and the two together cut the margin to about 0.1 K.

The long-wave error is visible at this $\varepsilon$. Inserting $Q^2=4\varepsilon k^2/3$ into the expansion of $\sigma$ and multiplying by $T_s$ gives

$$\sigma T_s=k^2-k^4+\varepsilon\left(-\frac{k^4}3+\frac{4k^6}9\right)+O(\varepsilon^2).$$

The correction is negative below $k=\sqrt{3}/2\approx0.87$ and positive above. Near the maximum, at $k=0.6912$, KS gives $9.64\times10^{-4}$ s⁻¹ against $9.43\times10^{-4}$ s⁻¹ from the full dispersion relation, 2.2% too high. At $k=1.1310$ it gives $-1.38\times10^{-3}$ against $-1.14\times10^{-3}$ s⁻¹, and so overestimates the damping by 21%. Correct integration of KS cannot remove this model error.

For $L=100$ the step is 38.7 µm long and its chaotic width in the KS model is $3.379\times20=67.6$ nm, with sampling error 0.9 nm. The model error is larger: at $\varepsilon=0.2$ the straight step moves at $(1+\varepsilon)V$, and using this speed in place of $V$ in $H=A/V$ would alone lower the width by 17%. The excess speed is $0.8576H/T_s=0.066$ nm/s, small beside the straight-step speed $(1+\varepsilon)V=34.8$ nm/s. The 300 discarded time units correspond to $7.8\times10^4$ s, about 22 hours. This is a cautious choice for the averages, not a measured saturation time. In that time the straight step would advance 2.7 mm, with a steady flux and no other step nearby. The width therefore illustrates the scales of the model and is not a prediction for a real surface.

The omitted thermal noise can be sized from an equilibrium step of length $L_p=100\ell$. Equipartition gives $\langle|\zeta_m|^2\rangle=k_B\Theta/(\tilde\gamma L_pq_m^2)$ with $q_m=2\pi m/L_p$. Summing with $\sum_{m\ge1}m^{-2}=\pi^2/6$,

$$w_{th}^2=2\sum_{m\ge1}\frac{k_B\Theta L_p}{4\pi^2\tilde\gamma m^2}=\frac{k_B\Theta L_p}{12\tilde\gamma}.$$

This gives $w_{th}=14.9$ nm, roughly a fifth of the chaotic width. It is a measure of scale, not a correction to add, because noise and instability interact in a growing step.

## Failure modes

- **Growth rates correct, finite-amplitude result wrong:** check the second harmonic, then the weights. The linear test cannot see either.
- **Width increases without limit:** check that mode zero has been removed, then compare the two halves of the averaging window.
- **Slope-energy balance fails:** check $N\ge3M+1$, the time step and the length of the average. If it holds, still increase $M$, because a truncated system obeys the same balance.
- **Numerics pass, physical prediction fails:** check the model. The threshold and the coefficients $A$, $B$ and $V$ used here assume an infinite barrier and an isolated step. A finite barrier changes their values, and with them the scales $\ell$, $T_s$ and $H$. A straight step a distance $W$ ahead, with the same infinite barrier, multiplies the straight-step speed by $\tanh(W/x_s)$, so a step displaced towards it slows down. For $W$ well above $x_s$ this damps long waves at a rate near $4(1+\varepsilon)Ve^{-2W/x_s}/x_s$, which must be small against the fastest growth rate $1/(4T_s)$. At $\varepsilon=0.2$ the damping exceeds that growth rate for $W=3x_s$ and is about 3% of it for $W=5x_s$. Larger $\varepsilon$ requires the neglected terms, and strong noise requires a noise term.

The remaining values are in the numerical output below.

## Computed results

```
Temperature 1000 K; atomic area 1.00e-19 m^2
Step stiffness 2.00e-10 J/m; D 4.00e-10 m^2/s
Desorption time 1.0e-04 s; eq. coverage 1.0e-03
eps 0.20; diffusion length x_s 200.0 nm
Capillary length Gamma 1.4486 nm
K = Omega D c_eq Gamma: 5.7944e-22 m^3/s
Threshold flux 1.01449e+20 m^-2 s^-1
Working flux   1.01738e+20 m^-2 s^-1
A 5.7944e-16 m^2/s; B 8.6916e-29 m^4/s
V at threshold 28.972 nm/s; V x_s/D 1.45e-05
Scales: ell 387.30 nm, H 20.00 nm, T 258.87 s
Fastest wavelength 3.441 um; e-folding time 1035.5 s
KS vs free boundary, eps 0.020: rel. residual 0.02481
KS vs free boundary, eps 0.010: rel. residual 0.01270
KS vs free boundary, eps 0.005: rel. residual 0.00643
M 10, N 31: product error 1.2e-16, energy leak 2.3e-16
M 10, N 30: product error 2.1e-01, energy leak 8.2e-01
M 10, N 21: product error 3.7e-01, energy leak 9.1e-01
ETD weight error: contour 1.5e-13
Direct formula at z 4.915e-04: error 3.8e-06
k, code rate, SI code rate (1/s), SI full model (1/s):
  0.2513  +0.059176  +2.2859e-04  +2.2766e-04
  0.5027  +0.188824  +7.2941e-04  +7.1884e-04
  0.6912  +0.249502  +9.6381e-04  +9.4347e-04
  0.8796  +0.175046  +6.7619e-04  +6.7894e-04
  1.1310  -0.356998  -1.3791e-03  -1.1351e-03
Second harmonic: code -1.161652e-08, theory -1.161652e-08
dt 0.100: rms error at t=10 2.606e-05
dt 0.050: rms error at t=10 2.489e-06
dt 0.025: rms error at t=10 2.027e-07
Observed temporal order 3.618
Chaotic runs: dt 0.125, discard 300, average 500
L 50, 32 replicas: w 2.597 +- 0.023
  <hx^2> 1.8169, drift 0.9084, <hxx^2>/<hxxx^2> 1.00012
  half-to-half change / standard error -0.69
L 100, 16 replicas: w 3.379 +- 0.047
  <hx^2> 1.7153, drift 0.8576, <hxx^2>/<hxxx^2> 1.00003
  half-to-half change / standard error -0.11
L 200, 8 replicas: w 4.551 +- 0.259
  <hx^2> 1.7312, drift 0.8657, <hxx^2>/<hxxx^2> 0.99992
  half-to-half change / standard error -0.18
Effective exponent of w, L 50 to 200: 0.405
L 100 with dt 0.25: <hx^2> 1.7331
Saturated state, M 64: aliasing error 2.1e-03
Saturated state, M 20: aliasing error 4.3e-01
Separation rate of nearby runs, L 100: 0.0933
L 100 in SI: length 38.73 um
Chaotic rms width 67.6 +- 0.9 nm
Equilibrium thermal rms width 14.9 nm
Excess step speed 0.0663 nm/s
```
